\section*{Adaptive broadening for interband absorption on symmetric and shifted meshes}

\section{Definitions and conventions}

A filled valence band $v$ and an empty conduction band $c$ have energies $E_v(\mathbf k)$ and $E_c(\mathbf k)$, with $E_{cv}=E_c-E_v>0$. Electrons are independent, the temperature is zero and each band holds two spins. Local fields, excitons, phonons and lifetimes are left out. The photon energy is $E=\hbar\omega$ and the electron charge is $-e$.

A field $F\cos\omega t$ along $x$ adds the energy $exF\cos\omega t$. Its absorbing half has amplitude $eF/2$, so the golden rule gives the rate $(2\pi/\hbar)(eF/2)^2|x_{cv}|^2\delta(E_{cv}-E)$ at each $\mathbf k$ and spin. Multiplying by $\hbar\omega$ and summing gives the absorbed power per volume, which in a dielectric is $\tfrac12\varepsilon_0\varepsilon_2\omega F^2$:
\begin{equation}
\tfrac12\varepsilon_0\varepsilon_2\omega F^2
=2\hbar\omega\,\frac{2\pi}{\hbar}\frac{e^2F^2}{4}\int\!\frac{d^3k}{(2\pi)^3}|x_{cv}|^2\delta(E_{cv}-E).
\end{equation}
Solving for $\varepsilon_2$,
\begin{equation}
\varepsilon_2(E)=\frac{2\pi e^2}{\varepsilon_0}\int\!\frac{d^3k}{(2\pi)^3}\,|x_{cv}(\mathbf k)|^2\,\delta(E_{cv}(\mathbf k)-E).
\label{eps}
\end{equation}

The lattice is simple cubic with lattice constant $a$. The mesh is
\begin{equation}
\mathbf k_{\mathbf n}=\frac{2\pi}{Na}(\mathbf n+\mathbf s),\qquad n_i=0,\dots,N-1,\qquad \Delta k=\frac{2\pi}{Na}.
\end{equation}
Three shifts are compared: $\mathbf s=0$ (Gamma), $\mathbf s=(\frac12,\frac12,\frac12)$ (half) and $\mathbf s=(\frac18,\frac14,\frac38)$ (lowsym). The first two meshes both have full cubic symmetry, so a shifted mesh can also be a symmetric one. The third has lost that symmetry.

Each delta function is replaced by a normalized Gaussian $G_\sigma$ of standard deviation $\sigma$. If the Gaussian is written $\exp(-x^2/W^2)$ instead, then $W=\sqrt2\,\sigma$.

\section{A ladder of levels by hand}

Take a linear band in one dimension. The mesh turns it into levels $j\Delta$ with integer $j$, where $\Delta=|dE_{cv}/dk|\,\Delta k$. The true density is constant, so $R(E)=\Delta\sum_jG_\sigma(E-j\Delta)$ should equal 1. Choose $\sigma=\Delta/2$. On a level, the neighbours lie at 2, 4, \dots\ standard deviations:
\begin{equation}
R(0)=\frac{1+2e^{-2}+2e^{-8}+\dots}{0.5\sqrt{2\pi}}=0.7979\times1.2713=1.0144 .
\end{equation}
Midway between levels the distances are 1, 3, \dots\ standard deviations:
\begin{equation}
R(\Delta/2)=\frac{2(e^{-1/2}+e^{-9/2}+\dots)}{0.5\sqrt{2\pi}}=0.7979\times1.2353=0.9856 .
\end{equation}
The ripple is 1.4\% of the density.

For general $\sigma=\alpha\Delta$, note that $R$ has period $\Delta$. Its Fourier coefficient is an integral over one period of a sum over all levels, which joins into one integral over the whole line:
\begin{equation}
R_m=\int_{-\infty}^{\infty}G_\sigma(E)e^{-2\pi imE/\Delta}dE
=e^{-\sigma^2(2\pi m/\Delta)^2/2}=e^{-2\pi^2\alpha^2m^2}.
\end{equation}
The terms $m=\pm1$ give a ripple of amplitude $2e^{-2\pi^2\alpha^2}$: 0.0144 for $\alpha=0.5$ and 0.34 for $\alpha=0.3$. The ripple depends on $\sigma/\Delta$ alone. A fixed $\sigma$ is therefore too narrow where the band is steep and needlessly wide where it is flat. A width proportional to the slope keeps the ripple nearly the same wherever the slope changes little over several neighbouring levels.

\section{The width in three dimensions}

Let $\mathbf g=\nabla E_{cv}$ at a mesh point, and let $\boldsymbol\delta$ run over the cube of side $\Delta k$ around it. Each component of $\boldsymbol\delta$ has mean zero and variance $\Delta k^2/12$, and different components are uncorrelated. The linear energy change $\mathbf g\cdot\boldsymbol\delta$ then has variance $|\mathbf g|^2\Delta k^2/12$, whatever the direction of $\mathbf g$. This suggests the plain rule
\begin{equation}
\sigma(\mathbf k)=\alpha\,\Delta k\,|\nabla E_{cv}(\mathbf k)| .
\label{plain}
\end{equation}
Equal variance would mean $\alpha=1/\sqrt{12}\approx0.29$. On the one-dimensional ladder this leaves a large ripple. A larger $\alpha$ suppresses the ripple but increases the smearing bias derived below, so the best value depends on the mesh.

At a critical point $\mathbf g=0$ and the rule fails: the Gaussian becomes a spike. The energy still varies across the cell, however. For a locally quadratic $E_{cv}$ with Hessian $K_{ij}$ the gradient in the cell is $\mathbf g+K\boldsymbol\delta$, and
\begin{equation}
\langle|\mathbf g+K\boldsymbol\delta|^2\rangle
=|\mathbf g|^2+2\,\mathbf g\cdot K\langle\boldsymbol\delta\rangle+\sum_{ijl}K_{ij}K_{il}\langle\delta_j\delta_l\rangle
=|\mathbf g|^2+\frac{\Delta k^2}{12}\sum_{ij}K_{ij}^2 .
\end{equation}
Using this mean square in place of $|\mathbf g|^2$ gives the cell rule
\begin{equation}
\sigma^2=\alpha^2\Delta k^2\Big(|\nabla E_{cv}|^2+\frac{\Delta k^2}{12}\sum_{ij}K_{ij}^2\Big).
\label{cell}
\end{equation}
At a critical point the width is now of order $\Delta k^2$ and not zero. The Hessian comes from differences of gradients at neighbouring mesh points, so it needs no further diagonalization.

\section{Gradients and dipoles from one matrix}

Take a basis of Bloch sums of orthonormal orbitals, and assume that position matrix elements between orbitals of different cells vanish. The position operator is then $i\partial_i+X_i$, where $X_i$ holds the matrix elements between orbitals of one cell. For any $\psi(\mathbf k)$,
\begin{equation}
i[H,i\partial_i]\psi=-H\partial_i\psi+\partial_i(H\psi)=(\partial_iH)\psi ,
\end{equation}
so $\hbar$ times the velocity is
\begin{equation}
M_i=\partial_iH+i[H,X_i].
\end{equation}
Differentiate $H|v\rangle=E_v|v\rangle$ and project on $\langle c|$. This gives $\langle c|\partial_iH|v\rangle=-E_{cv}\langle c|\partial_iv\rangle$. The commutator contributes $iE_{cv}\langle c|X_i|v\rangle$. Together,
\begin{equation}
\langle c|M_i|v\rangle=iE_{cv}\big(i\langle c|\partial_iv\rangle+\langle c|X_i|v\rangle\big)=iE_{cv}(x_i)_{cv},
\qquad |(x_i)_{cv}|=\frac{|\langle c|M_i|v\rangle|}{E_{cv}} .
\end{equation}
The commutator has no diagonal elements between eigenstates of $H$. Projecting the differentiated equation on the same state gives $\langle n|\partial_iH|n\rangle=\partial_iE_n$. Hence
\begin{equation}
\partial_iE_{cv}=\langle c|M_i|c\rangle-\langle v|M_i|v\rangle .
\end{equation}
One matrix supplies both strength and width. This holds for nondegenerate bands. Where two valence or two conduction bands touch, the gradient can depend on direction, and differences between neighbours may mix the bands.

\section{A model with a mesh-free answer}

Let
\begin{equation}
H=D\sigma_z+V\sigma_x,\qquad D=\Delta_0-tS,\qquad S=\sum_i\cos k_ia,\qquad X_i=x_0\sigma_x .
\end{equation}
With $h=\sqrt{D^2+V^2}$ the gap is $E_{cv}=2h$. The on-site dipole is equal along the three axes, so the diagonal elements of the dielectric tensor are equal. Its off-diagonal elements need not vanish and are not treated: the dipole points along $[111]$, so only the band energies and the strength averaged over the three axes have full cubic symmetry. From $[\sigma_z,\sigma_x]=2i\sigma_y$,
\begin{equation}
M_i=ta\sin(k_ia)\,\sigma_z-2x_0D\,\sigma_y .
\end{equation}
With $\cos\theta=D/h$ and $\sin\theta=V/h$ the eigenvectors are $c=(\cos\frac\theta2,\sin\frac\theta2)$ and $v=(-\sin\frac\theta2,\cos\frac\theta2)$. They give $\langle c|\sigma_z|v\rangle=-V/h$ and $\langle c|\sigma_y|v\rangle=-i$. One part of $M_i$ is real and the other imaginary, so there is no cross term:
\begin{equation}
|(x_i)_{cv}|^2=\frac{x_0^2D^2}{h^2}+\frac{t^2a^2V^2\sin^2k_ia}{4h^4}.
\label{str}
\end{equation}
The first term comes from the on-site dipole, and the second is $|\langle c|\partial_iv\rangle|^2$, from the change of the eigenvector with $\mathbf k$. The gradient is $\partial_iE_{cv}=2Dta\sin(k_ia)/h$.

The gap depends on $\mathbf k$ through $S$ alone. For $D>0$, $|dE_{cv}/dS|=2tD/h$, so $\delta(E_{cv}-E)=\frac{h}{2tD}\,\delta(S-S_E)$, where $S_E$ is the value of $S$ at which the gap equals $E$. Write the delta function as a Fourier integral and use $\langle e^{-is\cos q}\rangle=J_0(s)$ for the average over an angle $q$. Integration by parts gives
\begin{equation}
\langle\sin^2q\,e^{-is\cos q}\rangle=-\frac{1}{is}\langle\cos q\,e^{-is\cos q}\rangle=-\frac{1}{is}\,(-iJ_1(s))=\frac{J_1(s)}{s}.
\end{equation}
The two averages needed are therefore
\begin{align}
\rho(S)&=\frac1\pi\int_0^\infty\cos(sS)\,J_0^3(s)\,ds, &
\mu(S)&=\frac1\pi\int_0^\infty\cos(sS)\,J_0^2(s)\frac{J_1(s)}{s}\,ds .
\end{align}
Since $\int d^3k/(2\pi)^3$ is $a^{-3}$ times the zone average,
\begin{equation}
\varepsilon_2=\frac{2\pi e^2}{\varepsilon_0a}\,\frac{h}{2tD}\left[\frac{x_0^2D^2}{a^2h^2}\rho(S_E)+\frac{t^2V^2}{4h^4}\mu(S_E)\right].
\end{equation}
This reference needs no $\mathbf k$ mesh. Its numerical resolution is 0.001 in $S$.

The parameters are $t=0.5$~eV, $\Delta_0=2.5$~eV, $V=1$~eV, $a=5$~\AA\ and $x_0=0.3$~\AA. The prefactor $2\pi e^2/(\varepsilon_0a)$ is 227.39~eV. Critical points lie at $S=3,1,-1,-3$, that is at 2.828, 4.472, 6.325 and 8.246~eV. The integral of the reference is 0.8894~eV, in agreement with a direct mesh sum of the strengths. Below, an integrated error means $\int|\varepsilon_2-\varepsilon_2^{\rm ref}|\,dE$ divided by this integral.

\section{What the width costs}

A narrow Gaussian acts on smooth functions as $\delta(E)+\frac12\sigma^2\delta''(E)+\dots$, because its variance is $\sigma^2$. On an infinitely dense mesh, with the widths kept, the error is
\begin{equation}
\delta\varepsilon_2(E)\simeq\frac12\frac{d^2}{dE^2}\left[\frac{2\pi e^2}{\varepsilon_0}\int\!\frac{d^3k}{(2\pi)^3}|x_{cv}|^2\sigma^2\,\delta(E_{cv}-E)\right]\propto\alpha^2\Delta k^2 .
\label{bias}
\end{equation}
This smearing bias holds away from critical energies. For the half mesh with $\alpha=0.5$ the integrated error falls from 2.18\% at $N=16$ to 0.55\% at $N=32$, an order of 1.98. At $N=16$ the bias is 0.37\% for $\alpha=0.2$ and 2.18\% for $\alpha=0.5$, a ratio of 5.8 against $(0.5/0.2)^2=6.25$.

Near the gap $E_g$ put $\epsilon=E-E_g$ and $E_{cv}=E_g+\frac12Ck^2$. Then $|\nabla E_{cv}|^2=C^2k^2=2C\epsilon$, and $\sigma^2=B\epsilon$ with $B=2C\alpha^2\Delta k^2$. If $\varepsilon_2\propto\epsilon^r$, equation (\ref{bias}) gives the relative bias
\begin{equation}
\frac{\delta\varepsilon_2}{\varepsilon_2}=\frac B2\,\frac{(\epsilon^{r+1})''}{\epsilon^r}=\frac{r(r+1)B}{2\epsilon}.
\end{equation}
A constant strength means $r=\frac12$, and a strength growing as $k^2$ means $r=\frac32$. Here $D=1$~eV at the gap, so $C=(2tD/h)a^2=0.707\times25=17.7$~eV\,\AA$^2$. For $N=32$, $\Delta k=0.03927$~\AA$^{-1}$ and $B=0.0136$~eV. At 3.00~eV, where $\epsilon=0.17$~eV, the two cases give $+3\%$ and $+15\%$. Both kinds of strength occur in (\ref{str}). The computed value is 0.0455 against 0.0430, or $+6\%$, between the two estimates. These are rough, since they take the gap as parabolic and each strength as a pure power of $\epsilon$. Taken separately, the two terms of (\ref{str}) are biased by about $+4\%$ and $+8\%$, so the second estimate is nearly twice too large at this energy. At 4, 5, 6 and 7~eV the deviation is at most 0.5\%. A small integrated error does not guarantee an accurate onset.

Now compare a fixed width with the same root mean square, 0.111~eV at $N=32$. For a square-root edge, scaling energies by $\sigma$ shows that the false area below the gap grows as $\sigma^{3/2}$, hence as $\Delta k^{3/2}$ when $\sigma\propto\Delta k$. With the cell rule, put $\mathbf k=\Delta k\,\mathbf q$. Both $E_{cv}-E_g$ and $\sigma$ scale as $\Delta k^2$, so the part of each Gaussian below the gap depends on $\mathbf q$ alone. The volume element then gives a false area of order $\Delta k^3$ for constant strength. Summed on the 0.01~eV energy grid, whose last point below the gap is 2.82~eV, the areas are $4.3\times10^{-5}$~eV (adaptive) and $8.2\times10^{-4}$~eV (fixed). The sum omits a strip just under the gap, and the step is comparable with the adaptive widths there. Integrating each Gaussian exactly up to the gap gives $6.1\times10^{-5}$~eV and $8.6\times10^{-4}$~eV. The two powers are limits for fine meshes: from $N=16$ to 32 the orders are 3.5 and 1.8, and from $N=64$ to 128 they are 3.1 and 1.7. The integrated errors are 0.55\% and 1.13\%.

\section{What the shift does}

A periodic function has the series $f(\mathbf k)=\sum_{\mathbf m}f_{\mathbf m}e^{ia\mathbf m\cdot\mathbf k}$. Averaged over the mesh, a term vanishes unless $\mathbf m=N\mathbf l$ with integer $\mathbf l$, in which case it keeps the phase $e^{2\pi i\mathbf l\cdot\mathbf s}$. The mesh error is
\begin{equation}
\frac1{N^3}\sum_{\mathbf n}f(\mathbf k_{\mathbf n})-f_{\mathbf 0}=\sum_{\mathbf l\ne0}f_{N\mathbf l}\,e^{2\pi i\mathbf l\cdot\mathbf s}.
\end{equation}
For cubic $f$ the six shortest $\mathbf l$ share one coefficient and contribute $2f_{(N,0,0)}\sum_i\cos2\pi s_i$. The cosine sum is $3$ for Gamma, $-3$ for half and $0.707+0-0.707=0$ for lowsym. For the smooth function $\exp(S)$ at $N=4$ the three errors are $2.64\times10^{-2}$, $-2.62\times10^{-2}$ and $-1.9\times10^{-5}$.

In a spectrum $f$ contains the Gaussian, and longer $\mathbf l$ can matter. The sampling error is measured as the difference from a dense mesh that uses the coarse-mesh width formula. It also includes the error of the differenced Hessian, which is small but makes up most of the lowsym entries at $\alpha=0.5$ and $0.7$. For $N=16$, in percent of the integrated spectrum:

\begin{center}
\begin{tabular}{ccccc}
$\alpha$ & bias & Gamma & half & lowsym\\
0.2 & 0.37 & 6.5 & 7.2 & 0.69\\
0.3 & 0.82 & 1.5 & 1.5 & 0.10\\
0.5 & 2.18 & 0.10 & 0.10 & 0.007\\
0.7 & 4.06 & 0.05 & 0.04 & 0.009
\end{tabular}
\end{center}

The low-symmetry shift samples better at equal $N$. The cancellation of the first shell explains this only in part. At $\alpha=0.2$ the shifts $(0,\frac14,\frac12)$ and $(0,\frac13,\frac13)$, whose cosine sums also vanish, give 1.4\% and 1.2\%, no better than general shifts with cosine sums near $\pm1$. At $\alpha=0.3$ they give 0.1 to 0.2\%, against 0.4 to 0.6\% for those general shifts. Nor is low symmetry required: $(\frac14,\frac14,\frac14)$ keeps the permutations of the axes and gives 0.16\% and 0.005\%, because for a cubic function it samples the same inequivalent points as the half mesh with $2N$. At $\alpha=0.5$ this hardly matters, because the bias is over twenty times larger than any sampling error. The total errors of the three meshes are then nearly equal: 2.18\% each at $N=16$ and about 0.55\% each at $N=32$.

The cost decides. Cubic operations permute the $k_i$ and change their signs, so inequivalent points are unordered triples of the distinct $|k_i|$. For even $N$ the half mesh has $p=N/2$ such values and $p(p+1)(p+2)/6$ points. At $N=32$ this is $16\times17\times18/6=816$ eigenproblems. Gamma has $p=N/2+1$ and needs 969, while lowsym needs all 32768. At comparable cost and $\alpha=0.5$, the half mesh with $N=24$ reaches 0.98\% with 364 eigenproblems, whereas lowsym with $N=8$ has an error of 7.8\% with 512. Both errors are mostly bias, and lowsym tolerates a smaller $\alpha$: by the table, $N=16$ and $\alpha=0.3$ give at most $0.82+0.10=0.92\%$, but with 4096 eigenproblems. With $\alpha$ scanned from 0.15 to 0.5 for each mesh, the best errors are 0.63\% for half with $N=24$ and 2.2\% for lowsym with $N=8$, so the margin narrows but the ranking stays.

The low-symmetry mesh also makes the diagonal elements of the tensor falsely unequal. At $N=12$ its $xx$ and $zz$ spectra differ by 0.04\% of the integrated spectrum, while on the half mesh they agree to rounding. In a crystal with little symmetry the saving shrinks, to a factor of about two if only time reversal remains. The coefficients $f_{N\mathbf l}$ along the three axes then differ, so the lowsym shift no longer cancels their sum. Time reversal gives $f(\mathbf k)=f(-\mathbf k)$, so the terms for $\mathbf l$ and $-\mathbf l$ still combine into a cosine. The shift $\mathbf s=(\frac14,\frac14,\frac14)$ then removes these terms, because each cosine vanishes separately. That mesh does not map onto itself under $\mathbf k\to-\mathbf k$, however, so it gives up the factor of two in cost.

The Gamma mesh has one more weakness. For even $N$ it contains the eight points with every $k_ia$ equal to 0 or $\pi$, where the gradient vanishes. Three of them lie at the saddle energy 4.472~eV, where $D=2$~eV and $|x_{cv}|^2/a^2=0.06^2\times\frac45=0.00288$. With the plain rule (\ref{plain}), $N=12$ and a floor of 1~meV, they add
\begin{equation}
227.39~\mathrm{eV}\times0.00288\times\frac{3}{12^3}\times\frac{1}{\sqrt{2\pi}\times0.001~\mathrm{eV}}=0.454 .
\end{equation}
The plain result is 0.714, against a reference of 0.288. This energy lies on a square-root cusp, where the finite resolution of 0.001 in $S$ lowers the numerical reference to 0.286. The cell rule (\ref{cell}) gives 0.268.

\section{The general procedure}

\begin{enumerate}
\item Choose a mesh that keeps the crystal symmetry and, where possible, avoids critical points. Reduce it to inequivalent points with weights $w_{\mathbf k}$ that sum to 1.
\item Diagonalize $H(\mathbf k)$, form $M_i$ between the eigenstates, and read off $|x_{cv}|^2$ and $\nabla E_{cv}$ for each pair of bands.
\item Rotate the gradients to the neighbouring mesh points, difference them to obtain $K_{ij}$, and set $\sigma$ by (\ref{cell}). That rule was derived for a cubic mesh cell. For another cell shape, compute $\Lambda_{jl}=\langle\delta_j\delta_l\rangle$ over that cell and average the variance $(\mathbf g+K\boldsymbol\delta)\cdot\Lambda(\mathbf g+K\boldsymbol\delta)$ of the linear energy change. This gives $\sigma^2=12\alpha^2[\mathbf g\cdot\Lambda\mathbf g+\mathrm{tr}(\Lambda K\Lambda K)]$, which returns (\ref{cell}) for $\Lambda_{jl}=\delta_{jl}\Delta k^2/12$, where $\delta_{jl}$ is the Kronecker symbol.
\item With cell volume $\Omega$, accumulate
\begin{equation}
\varepsilon_2(E)\simeq\frac{2\pi e^2}{\varepsilon_0\Omega}\sum_{cv}\sum_{\mathbf k}w_{\mathbf k}|x_{cv}|^2\,G_{\sigma}(E-E_{cv}).
\end{equation}
For a tensor component other than the average over directions, symmetrize the strengths over each set of equivalent points.
\item Increase $N$ at fixed $\alpha$, and repeat with another $\alpha$. In this model $\alpha=0.5$ made sampling errors small compared with the bias at $N=16$; other bands need their own check, and the sampling error need not fall as fast with $N$ as the bias.
\end{enumerate}

For a pair of parallel bands both the gradient and the Hessian of $E_{cv}$ vanish. Their absorption is a true line, and a finite width must then come from a physical lifetime or a stated resolution. The adaptive width is a numerical device that vanishes as the mesh is refined, and it should not be read as a lifetime. The full set of computed values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
t=0.5 eV, Delta=2.5 eV, V=1.0 eV, a=5.0 A, x0=0.3 A
prefactor 2 pi e^2/(eps0 a) = 227.390 eV
critical energies (eV): 2.8284 4.4721 6.3246 8.2462
integral of eps2: reference 0.88935 eV, mesh sum 0.88936 eV
integral 4 to 5 eV: reference 0.25139 eV, sharp count 0.25257 eV
ladder ripple: alpha 0.3 0.3384, alpha 0.5 0.01438
smooth-function mesh error, N=4: Gamma 2.64e-02, half -2.62e-02, lowsym -1.93e-05
alpha=0.5: N, mesh, eigenproblems, integrated error (%)
  8 Gamma       35    7.840
  8 half        20    7.712
  8 lowsym     512    7.808
 12 Gamma       84    3.775
 12 half        56    3.743
 12 lowsym    1728    3.765
 16 Gamma      165    2.183
 16 half       120    2.177
 16 lowsym    4096    2.181
 24 Gamma      455    0.986
 24 half       364    0.982
 24 lowsym   13824    0.985
 32 Gamma      969    0.555
 32 half       816    0.553
 32 lowsym   32768    0.554
order of convergence, half mesh, N 16 to 32: 1.98
N=16: alpha, bias (%), sampling error (%) Gamma, half, lowsym
0.2    0.374    6.4912   7.1592   0.6904
0.3    0.821    1.5488   1.4893   0.0959
0.5    2.184    0.0967   0.0996   0.0065
0.7    4.062    0.0517   0.0395   0.0085
N=32 half: dk 0.03927 1/A, rms width 0.1108 eV
integrated error: adaptive 0.553 %, fixed 1.130 %
false area below gap: adaptive 4.30e-05 eV, fixed 8.22e-04 eV
N=12 Gamma: 8 mesh points have zero gradient
eps2 at 4.4721 eV: plain rule, 1 meV floor 0.7144, cell rule 0.2678, reference 0.2856
N=12 false xx-zz difference: half 1.1e-13 %, lowsym 0.0388 %
E (eV), eps2 reference, eps2 adaptive (half, N=32)
3.00 0.04296 0.04548
4.00 0.18058 0.18024
5.00 0.27762 0.27630
6.00 0.24880 0.24772
7.00 0.10350 0.10379
\end{verbatim}
